# Averaging hard-wall and zero-slope boxes at a truncated contact

**Q:** I solve the Schrödinger equation along a transistor, from source to drain. The source contact is far longer than I can afford, so I cut it where the band is flat and set \(\psi=0\) at the cut. What does that do to the density?

**A:** Take the contact region alone: \(0<x<L\), flat potential taken as zero, constant mass \(m\) along \(x\), both ends hard. I use atomic units (\(\hbar=m_e=e=1\)). The states are

\[
\psi_q=\sqrt{2/L}\,\sin k_qx,\qquad k_q=\frac{q\pi}{L},\qquad E_q=\frac{k_q^2}{2m},\qquad q=1,2,\dots
\]

The factor \(\sqrt{2/L}\) follows from \(\int_0^L\sin^2k_qx\,dx=L/2\). Each state also carries free motion across \(x\). With spin, two-dimensional motion has \(m_t/\pi\) states per area and energy, where \(m_t\) is the transverse density-of-states mass. For \(g\) equivalent valleys in equilibrium at Fermi level \(\mu\), the electrons per area in one longitudinal level are

\[
F(E)=\frac{g m_t}{\pi}\int_0^\infty\frac{d\varepsilon}{1+e^{(E+\varepsilon-\mu)/kT}}
=\frac{g m_t kT}{\pi}\ln\!\left(1+e^{(\mu-E)/kT}\right).
\]

Hence

\[
n_D(x)=\frac2L\sum_{q\ge1}F(E_q)\sin^2k_qx .
\]

Every term vanishes at the cut, so the density does too. The real contact continues past the cut, so this depletion is an artefact.

**Q:** Then I shall set \(\psi'=0\) instead, and let the electrons reach the edge.

**A:** The states become cosines with the same \(k_q\) and \(E_q\), plus a constant state at \(q=0\). The constant is normalized by \(1/\sqrt L\), because \(\int_0^L1\,dx=L\) rather than \(L/2\). So

\[
n_N(x)=\frac{F(0)}L+\frac2L\sum_{q\ge1}F(E_q)\cos^2k_qx .
\]

At the edge every cosine is at its maximum, and the electrons pile up. You have exchanged a depletion for an accumulation.

**Q:** If the two errors are opposite, can I average them? I doubt that they cancel at every \(x\).

**A:** They do, because the levels coincide for \(q\ge1\). With the same \(\mu\) and \(T\) in both boxes, each pair has the same weight \(F(E_q)\), and \(\sin^2+\cos^2=1\) acts term by term:

\[
n_{av}=\frac{n_D+n_N}2=\frac1L\left[\frac{F(0)}2+\sum_{q\ge1}F(E_q)\right].
\]

No \(x\) is left. Nothing about \(F\) was used except that it depends on energy alone, so uniformity holds at any temperature and any \(L\). Since \(n_D(0)=0\), it also follows that \(n_N(0)=2n_{av}\): the pile-up reaches twice the average.

**Q:** Uniform, but is it the right constant? A box has discrete levels and the contact has a continuum.

**A:** Since \(E_{-q}=E_q\), the bracket is half a sum over all integers:

\[
n_{av}=\frac1{2L}\sum_{q=-\infty}^{\infty}F(E_q).
\]

This is the density on a ring of circumference \(2L\), whose wave numbers are \(2\pi q/2L=k_q\). To compare it with the continuum, expand the comb of spacing \(\Delta=\pi/L\) in a Fourier series, \(\sum_q\delta(k-q\Delta)=\Delta^{-1}\sum_je^{2\pi ijk/\Delta}\). The exponent is \(2ijkL\) and the prefactor becomes \((1/2L)(L/\pi)=1/2\pi\), so

\[
n_{av}=\sum_{j=-\infty}^{\infty}C(2jL),\qquad
C(s)=\int_{-\infty}^{\infty}\frac{dk}{2\pi}\,F\!\left(\frac{k^2}{2m}\right)e^{iks}.
\]

The term \(j=0\) is \(C(0)=n_0\), the density of an infinite uniform contact. The others are the finite-size error, and they are uniform as well.

The same steps give the separate profiles. Write \(2\sin^2k_qx=1-\cos2k_qx\) and \(2\cos^2k_qx=1+\cos2k_qx\), and extend the sums to all \(q\) with prefactor \(1/2L\). The \(q=0\) term is then \(0\) for the hard box and \(F(0)/L\) for the other, as it must be. The result is

\[
n_{D,N}(x)=\sum_j\left[C(2jL)\mp C(2x+2jL)\right],
\]

with the upper sign for \(D\). Near one edge of a long box, \(n_{D,N}\approx n_0\mp C(2x)\). The argument \(2x\) is the path to the wall and back.

**Q:** How fast does \(C\) fall? That decides both the reach of the depletion and your finite-size error.

**A:** For \(s>0\), integrate by parts. With \(f\) the Fermi function, \(F'(E)=-(gm_t/\pi)f(E)\) and \(dE/dk=k/m\), so

\[
C(s)=-\frac1{is}\int\frac{dk}{2\pi}\frac{dF}{dk}e^{iks}
=\frac{g m_t}{i\pi ms}\int\frac{dk}{2\pi}\,k f\,e^{iks}.
\]

Close the contour in the upper half-plane, passing between the poles. They lie where \(k^2/2m=\mu+i\pi kT(2p+1)\). There \(f\) has residue \(-kT\) in \(E\), hence \(-kT\,m/k\) in \(k\), and \(kfe^{iks}\) has residue \(-m\,kT\,e^{iks}\). (In these products \(kT\) is the thermal energy.) For each \(p\ge0\) the upper half-plane holds the pole \(\kappa_p=\sqrt{2m[\mu+i\pi kT(2p+1)]}\), and each has a mirror pole \(-\overline{\kappa_p}\), whose exponential is the complex conjugate. The integral is therefore \(-i\,m\,kT\cdot2\sum_p\mathrm{Re}\,e^{i\kappa_ps}\), and

\[
C(s)=-\frac{2g m_t kT}{\pi s}\sum_{p\ge0}\mathrm{Re}\,e^{i\kappa_ps}.
\]

At large \(s\) the term \(p=0\) dominates. The real part of \(\kappa_0\) gives a ripple, and the imaginary part gives the decay \(e^{-s\,\mathrm{Im}\,\kappa_0}\). The ripple beside a wall thus fades over \(1/(2\,\mathrm{Im}\,\kappa_0)\) in \(x\), and at fixed \(T>0\) the error of \(n_{av}\) is exponentially small in \(L\).

**Q:** What remains of that in the dilute and the cold limits?

**A:** In the dilute limit \(F\propto e^{-k^2/(2m\,kT)}\), whose transform is Gaussian: \(C(s)/n_0=e^{-m\,kT\,s^2/2}\). Setting \(s=2x\) for one valley and a distant second wall,

\[
\frac{n_D}{n_0}=1-e^{-2m\,kT\,x^2}.
\]

At \(T=0\), with \(k_F^2=2m\mu\), \(F=(gm_t/2\pi m)(k_F^2-k^2)\) for \(|k|<k_F\) and zero beyond. One integration by parts has no boundary term, and a second finishes the integral:

\[
\int_{-k_F}^{k_F}(k_F^2-k^2)\cos ks\,dk
=\frac2s\int_{-k_F}^{k_F}k\sin ks\,dk
=\frac{4(\sin z-z\cos z)}{s^3},\quad z=k_Fs.
\]

At \(s=0\) it is \(4k_F^3/3\), so \(C(s)/n_0=3(\sin z-z\cos z)/z^3\). This falls as \(1/s^2\). At zero temperature the average is still uniform, but its value approaches \(n_0\) by a power of \(L\), not exponentially.

**Q:** Give me numbers for a contact I might simulate.

**A:** Take n+ silicon at 300 K with \(10^{20}\) donors per cm³, all ionized, transport along [100] and \(L=20\) nm. The masses are 0.92 along a valley axis and 0.19 across it. Two valleys have \(m=0.92\), \(m_t=0.19\). Four have \(m=0.19\), \(m_t=\sqrt{0.92\times0.19}=0.418\). Their densities add. Solving \(n_0=N_d\) numerically puts \(\mu\) 0.0652 eV above the band edge. Summing the modes gives, relative to \(n_0\):

| \(x\) (nm) | hard | zero slope | mean |
|---|---|---|---|
| 0 | 0 | 2.000 | 1.000 |
| 0.5 | 0.109 | 1.891 | 1.000 |
| 1 | 0.350 | 1.650 | 1.000 |
| 2 | 0.739 | 1.261 | 1.000 |
| 3 | 0.939 | 1.061 | 1.000 |
| 5 | 1.015 | 0.985 | 1.000 |

The hard-wall density overshoots at 5 nm because \(C\) has changed sign there. The damping lengths \(1/(2\,\mathrm{Im}\,\kappa_0)\) are 0.73 nm for the two heavy valleys and 1.60 nm for the four light ones, so the light valleys set the tail. The mean differs from \(n_0\) by \(-3.5\%\) for \(L=4\) nm, \(-0.06\%\) for 10 nm and about \(-5\times10^{-7}\) of \(n_0\) for 20 nm.

**Q:** How many electrons does one hard wall remove?

**A:** Keep the potential flat and integrate over the box. The average holds \(F(0)/2+\sum_{q\ge1}F(E_q)\) per area and the hard box holds \(\sum_{q\ge1}F(E_q)\). The difference, \(F(0)/2\), is shared equally by two identical walls:

\[
\Delta N=\frac{F(0)}4 .
\]

In the example, \(\mu/kT=0.0652/0.02585=2.52\) and \(\ln(1+e^{2.52})=2.60\). The valley sum is \(\sum gm_t=2(0.19)+4(0.418)=2.05\). Inserting these in \(F(0)\) gives \(\Delta N=1.44\times10^{13}\) cm⁻². Divided by \(10^{20}\) cm⁻³, this is an empty layer 1.44 nm thick.

It also shows what the constant state is worth. Leave it out of the zero-slope box and the mean stays uniform but drops by \(F(0)/2L=2\Delta N/L\), which is \(2\times1.44/20=14\%\) of \(n_0\).

**Q:** My device is not a flat box. It has a barrier, and then sines and cosines are not the states.

**A:** Then the average is no longer uniform, nor should it be. A more general identity holds. Continue the potential to \(-L<x<0\) by \(V(-x)=V(x)\) and join the ends into a ring. Reflection commutes with the Hamiltonian, so the ring states can be chosen even or odd.

An odd state has \(\psi(0)=0\). Periodicity gives \(\psi(L)=\psi(-L)=-\psi(L)\), so \(\psi(L)=0\) too, and it is a hard-wall state. An even state has an odd derivative, and the same argument gives \(\psi'(0)=\psi'(L)=0\). Conversely, every box state extends to a ring state of its parity. Normalizing over both halves divides each box state by \(\sqrt2\), and so each density by 2:

\[
n_{ring}(x)=\tfrac12\left[n_D(x)+n_N(x)\right],\qquad 0<x<L .
\]

The ring has no walls. In their place it has a mirror image of your device beyond each cut. For a flat potential the ring is translation invariant, which is the uniform result again.

**Q:** So I have traded a wall for a ghost device. Is that a gain?

**A:** It is if the contact is flat over several damping lengths, because the ghost then acts from a distance. I put a fixed Gaussian barrier, 0.3 eV high with standard deviation 1.5 nm, between two such contacts and diagonalized on a 0.1 nm grid. The reference was the same barrier with hard ends 34 nm from its centre, at the same \(\mu\) and grid spacing. Errors are relative to \(n_0\):

| centre to cut (nm) | mean, largest error | hard, 1 nm inside cut |
|---|---|---|
| 6 | \(1.0\times10^{-2}\) | 0.65 |
| 10 | \(4\times10^{-4}\) | 0.65 |
| 14 | \(4\times10^{-5}\) | 0.65 |

Lengthening the contact cures the average. It only moves the hard-wall error along with the cut.

**Q:** In a MOS structure one end is a real oxide. I do not want to average that wall away.

**A:** Keep it hard in both runs and alternate the condition only at the truncated end. (A real oxide barrier is a few eV high, and a hard wall neglects the penetration of electrons into it. For a flat band, a barrier of 3.1 eV and an oxide mass of 0.5, this thins the empty layer from 1.44 nm to about 1.14 nm if \(\psi\) and \(\psi'/m\) are continuous at the interface, or to about 1.28 nm if \(\psi'\) itself is taken as continuous, so include the oxide if the density near it matters.) Reflect about that end alone: odd and even states of the doubled box are your two sets of states, again with the factor \(1/\sqrt2\). The average is the density of a box twice as long, with an oxide at each far end. The depletion at the oxide survives, and the one at the cut is gone.

**Q:** Now the Poisson equation. May I converge one calculation with each condition and average at the end?

**A:** No. The cancellation needs the same potential in both boxes, and separate loops produce different ones. Let \(V\) be the electron potential energy. With donor density \(N_d\) and permittivity \(\epsilon\),

\[
V''=\frac{4\pi}{\epsilon}(N_d-n),
\]

the sign following from \(V=-\phi\) and \(\phi''=-4\pi(N_d-n)/\epsilon\). Let the field vanish at both ends. If \(n\) is the average formed inside each iteration, a constant \(V\) makes \(n\) uniform, and the constant adjusts until \(n=N_d\). A flat band is then a solution.

With hard walls alone, \(n<N_d\) at the edge, so \(V''>0\) there, and \(V\) rises inwards from its zero-slope end. The uncovered donors pull the band down at the cut. I iterated the three schemes for the 20 nm contact with \(\epsilon=11.7\) and a 0.1 nm grid, starting from a flat band:

- Hard walls: the edge lies 0.130 eV below the middle, twice the Fermi energy of 0.065 eV. The density peaks at 1.27 \(N_d\) and is off by more than 1% out to 4.4 nm.
- Zero slope: the edge lies 0.034 eV above the middle.
- Average in each iteration: the band stays flat to rounding, shifted as a whole by about \(2\times10^{-5}\) eV. That shift is the discretization error of the 0.1 nm grid; in a sine and cosine basis without a grid it is below \(10^{-7}\) eV in size.

Averaging the first two converged densities leaves an error of up to 44% of \(N_d\). Because the third loop began flat, it shows that the flat band is a solution, not that every starting guess reaches it.

**Q:** Does a finite-difference grid spoil the identity?

**A:** Not if both conditions reflect about the same node. With spacing \(h=L/N\), the states at node \(j\) are \(\sin(\pi qj/N)\) and \(\cos(\pi qj/N)\), and both have energy \([1-\cos(\pi q/N)]/(mh^2)\). The squares still add to one. The cosine set has an extra state at \(q=N\), alternating in sign, whose square is uniform by itself.

The trap is to impose zero slope by \(\psi_0=\psi_1\) while the hard wall sits at node 0. The first mirror is then at \(x=h/2\), and near one edge

\[
n_{av}\approx n_0+\tfrac12\left[C(2x-h)-C(2x)\right]\approx n_0-\tfrac h2\,C'(2x).
\]

This is a first-order ripple. In the example it measures 1.3% of \(n_0\) from peak to trough at \(h=0.10\) nm and 0.66% at 0.05 nm. The remedy is \(\psi_{-1}=\psi_1\), which reflects about node 0. A zero-slope end node then counts with half weight in the normalization, since only half its cell lies in the box. Using \(\psi_0/\sqrt2\) as the unknown at that node makes the matrix symmetric.

**Q:** How much of this describes a real source contact?

**A:** The doping, masses and permittivity are rough but typical for heavily doped silicon. One assumption that is plainly broken is the smooth donor charge. A 5 nm cube holds 12.5 donors on average, and random placement scatters that number by 28%, so a real contact is not uniform on this scale. The average removes a numerical artefact and does not supply that disorder.

Several other omissions change \(F\) or \(\mu\). A non-parabolicity of 0.5 eV⁻¹ raises the density by 8% at fixed \(\mu\). Exchange, estimated for isotropic valleys, adds a local-density potential of \(-0.031\) eV at zero temperature and about \(-0.027\) eV at 300 K, uniform when the density is uniform. (This is the exchange part of the chemical potential; the unscreened exchange self-energy depends on \(k\) and is about twice as large at the band edge.) At 400 K the empty layer is 1.36 nm instead of 1.44 nm. In a film 10 nm thick the first transverse gap is 0.059 eV for mass 0.19, close to \(\mu\), so \(F\) must become a sum over discrete levels. The mean stays uniform along \(x\) if the cross-section does not vary.

Scattering is not weak. A mobility of 100 cm²/Vs implies a level width \(\hbar/\tau\) of 0.045 eV and, at the Fermi speed, a free path of 4.4 nm, so I would expect the hard-wall ripple to be damped sooner than computed here.

**Q:** And when current flows?

**A:** Then the proof no longer applies as it stands. It needs one occupation function of energy, and real standing waves carry no current. For 1 mA per µm of width through a 10 nm thick contact, the drift velocity is \(6\times10^5\) cm/s, about 2% of the Fermi speed, so local equilibrium is a fair description inside this contact. The Fermi level is not quite constant, though: at a mobility of 100 cm²/Vs it falls by 0.012 eV, about half of \(kT\), over 20 nm. Across a biased channel, with different Fermi levels at source and drain, local equilibrium is not a safe assumption, and, if scattering is neglected, the states must be filled according to the contact they come from.
